# Lloyd's formula for a muffin-tin cluster, with its integer correction

An electron moves through a cluster of atoms, each represented by a potential well inside its own sphere. How many one-electron states does the cluster put below an energy $E$? For one well the answer is Friedel's sum of phase shifts. With several wells the electron scatters back and forth between them, and adding up the separate Friedel sums misses this. The missing part turns out to be the phase of one determinant.

## Setting and conventions

Units are $\hbar=2m=1$, with lengths in bohr and energies in Ry, so that $E=k^2$ with $\mathrm{Im}\,k\ge 0$. States are counted per spin. The electron is independent: any interaction enters only through a given potential. Let $H_0=-\nabla^2$ and $H=H_0+V$, where $V=\sum_iV_i$. Each $V_i$ is real, bounded and spherical about $\mathbf R_i$, and vanishes outside a sphere. The spheres are separated by gaps.

The Green functions are $G(z)=(z-H)^{-1}$ and $G_0(z)=(z-H_0)^{-1}$, taken at $z=E+i0$ unless stated otherwise. Then
$$G_0(\mathbf r,\mathbf r')=-\frac{e^{ik|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}.$$
With $h_l=j_l+iy_l$, the t-matrix of a site is $t_l=-e^{i\delta_l}\sin\delta_l/k$. The index $L$ stands for $(l,m)$.

Since $\mathrm{Im}\,(E-E_n+i0)^{-1}=-\pi\delta(E-E_n)$, the density of states is $-\frac1\pi\mathrm{Im\,Tr}\,G$. Let $N$ and $N_0$ be the numbers of states of $H$ and $H_0$ below $E$. In open space both are infinite for $E>0$. The finite quantity is $\Delta N=N-N_0$, defined by
$$\frac{d\Delta N}{dE}=-\frac1\pi\,\mathrm{Im\,Tr}\,(G-G_0),\qquad \Delta N=0\ \text{below the spectrum}.\tag{1}$$

## Theorem

**(a)** With phases followed continuously along $E+i0$ from an energy below the spectrum of $H$ and below the levels of every isolated well, where each phase is zero,
$$\Delta N(E)=\frac1\pi\sum_{i,l}(2l+1)\,\delta_{il}(E)-\frac1\pi\,\mathrm{Im}\ln\det(1-t g).\tag{2}$$
Here $g$ is the matrix of free propagation between different sites, equation (6) below, and has no site-diagonal block.

**(b)** Keep only $l\le l_{\max}$ on every site. At energies where no $t_{il}$ vanishes, and with the phase followed continuously from one zero of the $t_{il}$ to the next,
$$N(E)=N_0(E)-\frac1\pi\,\mathrm{Im}\ln\det(t^{-1}-g)+n(E),\tag{3}$$
where $n(E)$ is an integer that stays constant between zeros of the $t_{il}$.

Without $n(E)$, equation (3) is Lloyd's formula in its compact form. It therefore holds up to an integer.

## Lemma 1: the trace is a logarithmic derivative

*With $D(z)=\det(1-G_0V)$, one has $\mathrm{Tr}(G-G_0)=\dfrac{d}{dz}\ln D$.*

*Proof.* From $G=G_0+G_0VG$ follows $G=(1-G_0V)^{-1}G_0$, hence
$$G-G_0=G_0VG=G_0V(1-G_0V)^{-1}G_0 .$$
On the other side, $dG_0/dz=-G_0^2$ gives
$$\frac{d}{dz}\ln D=-\mathrm{Tr}\Big[(1-G_0V)^{-1}\frac{dG_0}{dz}V\Big]=\mathrm{Tr}\big[(1-G_0V)^{-1}G_0^2V\big].$$
Moving one factor $G_0V$ cyclically to the front turns this into $\mathrm{Tr}[G_0V(1-G_0V)^{-1}G_0]$, which is the trace of the first line. ∎

One point needs care in three dimensions. At small separation $\rho$, $G_0\approx-(1/\rho+ik)/4\pi$, so $\mathrm{Tr}\,G_0V$ contains an infinite constant. It is real and independent of energy, and changes neither the derivative nor the phase of $D$. We drop it by defining
$$D=\det\big[(1-G_0V)e^{G_0V}\big]\,\exp\Big(\frac{ik}{4\pi}\int V\,d^3r\Big).$$
The first determinant is finite because $1/\rho$ is square-integrable over the spheres.

For weak $V$ the exponential dominates, and $-\frac1\pi\arg D\approx-\frac{k}{4\pi^2}\int V\,d^3r$. This is the first-order change of the free count $E^{3/2}/6\pi^2$ per volume when $E$ is replaced by $E-V$. An attractive potential adds states, as it should.

## Lemma 2 (Krein): the phase of $D$ counts states

*$\Delta N(E)=-\frac1\pi\arg D(E+i0)$, and for $f(E)=e^{-\beta E}$ with $\beta>0$,*
$$\mathrm{Tr}\,[f(H)-f(H_0)]=\int f(E)\,d\Delta N(E).\tag{4}$$

*Proof.* Lemma 1 and (1) give the first statement up to a constant. Far below the spectrum $k$ is imaginary and $D$ is real and positive, so the constant is zero.

For the second, write $f(H)=\frac1{2\pi i}\oint f(z)(z-H)^{-1}dz$ on a counterclockwise contour around the spectrum. It runs to the right below the real axis and returns above it. By Lemma 1,
$$\mathrm{Tr}[f(H)-f(H_0)]=\frac1{2\pi i}\int f(E)\,d\big[\ln D(E-i0)-\ln D(E+i0)\big].$$
Since $V$ is real, $D(E-i0)=D(E+i0)^*$. The bracket is $-2i\arg D(E+i0)$, and the right side becomes $-\frac1\pi\int f\,d\arg D$. ∎

A bound state of multiplicity $p$ gives $\mathrm{Tr}(G-G_0)$ a pole $p/(z-E_b)$, so $D\propto(z-E_b)^p$ there. Along $E+i0$ the phase of this factor falls from $p\pi$ to $0$, and $\Delta N$ rises by $p$. If $D\neq0$ at $E=0$, the phase is continuous through threshold and $\Delta N(0^+)$ is the number of bound states. A zero-energy resonance or bound state makes $D(0)=0$, and then this rule needs separate treatment.

For $E>0$, $D$ has no zero. A zero would mean a solution $\psi=G_0V\psi$ with outgoing waves alone. Flux conservation makes their amplitudes vanish, so $\psi=0$ outside the cluster, and by unique continuation everywhere.

The same phase is seen in scattering. From $G_0(E-i0)=G_0(E+i0)+2\pi i\,\delta(E-H_0)$,
$$\frac{D(E-i0)}{D(E+i0)}=\det\big[1-2\pi i\,\delta(E-H_0)\,V(1-G_0V)^{-1}\big]=\det S(E),$$
because $V(1-G_0V)^{-1}$ is the T-operator. Therefore $\det S=e^{2\pi i\Delta N}$.

## Lemma 3: one site

*In channel $l$ of one well, $\det(1-G_0V)=F_l=|F_l|e^{-i\delta_l}$, and $t_l=a_l/F_l$ with $a_l$ real for real $E$.*

*Proof.* The radial Green function is $-ik\,j_l(kr_<)h_l(kr_>)$. Its slope jumps by $1/r^2$ at $r=r'$, as the delta function requires, because $j_lh_l'-j_l'h_l=i/(kr)^2$. Split it into a part that acts only for $r'<r$ and a product:
$$-ik\,j_l(kr_<)h_l(kr_>)=K(r,r')-ik\,j_l(kr)h_l(kr'),$$
$$K(r,r')=k\,[\,y_l(kr)j_l(kr')-j_l(kr)y_l(kr')\,]\quad(r'<r),\qquad K=0\quad(r'>r).$$
Every trace of a power of $KV$ would need $r_1>r_2>\dots>r_1$ and vanishes, so $\det(1-KV)=1$. Let $\varphi=(1-KV)^{-1}j_l$. This is the regular solution that starts as $j_l$ at the origin, and it is real for $E>0$. Write $\langle u|V|\varphi\rangle=\int uV\varphi\,r^2dr$ without complex conjugation. The product term has rank one, so
$$F_l=1+ik\langle h_l|V|\varphi\rangle=1-k\langle y_l|V|\varphi\rangle+ik\,a_l,\qquad a_l=\langle j_l|V|\varphi\rangle .$$
Beyond the well,
$$\varphi=j_l+k\,[\,y_l\,a_l-j_l\langle y_l|V|\varphi\rangle\,]=\mathrm{Re}F_l\;j_l+\mathrm{Im}F_l\;y_l .$$
The phase shift is defined by $\varphi\propto\cos\delta_l\,j_l-\sin\delta_l\,y_l$, and taking the constant of proportionality positive gives $F_l=|F_l|e^{-i\delta_l}$. For $E<0$, $\delta_l$ in (2) stands for $-\arg F_l(E+i0)$, a multiple of $\pi$; the expression of $t_l$ through $\delta_l$ holds for $E>0$ only.

The scattering solution obeys $\psi=j_l+G_0V\psi$, that is, $(1-KV)\psi=(1-ik\langle h_l|V|\psi\rangle)\,j_l$. So $\psi=c\varphi$ with $c=1-ikc\langle h_l|V|\varphi\rangle$, which gives $c=1/F_l$. Then
$$t_l=\langle j_l|V|\psi\rangle=\frac{a_l}{F_l}=\frac{\mathrm{Im}F_l}{kF_l}=-\frac{e^{i\delta_l}\sin\delta_l}{k}.$$
For $E<0$, $j_l$ and $\varphi$ are both $i^l$ times real functions, so $a_l$ is still real. ∎

## Lemma 4: propagation between two sites

*Let $\mathbf r$ be measured from $\mathbf R_i$, $\mathbf r'$ from $\mathbf R_j$, and $\mathbf R=\mathbf R_i-\mathbf R_j$. If $r+r'<R$,*
$$G_0=\sum_{LL'}j_l(kr)Y_L(\hat{\mathbf r})\;g_{LL'}\;j_{l'}(kr')Y^*_{L'}(\hat{\mathbf r}'),\tag{5}$$
$$g_{LL'}=-4\pi ik\sum_{L''}i^{\,l'-l-l''}h_{l''}(kR)\,Y_{L''}(\hat{\mathbf R})\int d\hat{\mathbf q}\;Y^*_{L''}Y^*_LY_{L'} .\tag{6}$$

*Proof.* The two points are separated by $\mathbf R-\mathbf b$ with $\mathbf b=\mathbf r'-\mathbf r$ and $b<R$. The radial Green function of Lemma 3 gives
$$G_0=-ik\sum_{L''}h_{l''}(kR)Y_{L''}(\hat{\mathbf R})\,j_{l''}(kb)Y^*_{L''}(\hat{\mathbf b}).$$
Projecting $e^{i\mathbf q\cdot\mathbf b}=4\pi\sum_Li^lj_l(kb)Y_L(\hat{\mathbf q})Y_L^*(\hat{\mathbf b})$, with $|\mathbf q|=k$, on $Y_{L''}(\hat{\mathbf q})$ gives
$$j_{l''}(kb)Y^*_{L''}(\hat{\mathbf b})=\frac{i^{-l''}}{4\pi}\int d\hat{\mathbf q}\,Y^*_{L''}(\hat{\mathbf q})\,e^{i\mathbf q\cdot\mathbf r'}e^{-i\mathbf q\cdot\mathbf r}.$$
Expand both exponentials. The first supplies $4\pi i^{l'}j_{l'}(kr')Y_{L'}(\hat{\mathbf q})Y^*_{L'}(\hat{\mathbf r}')$ and the second $4\pi i^{-l}j_l(kr)Y^*_L(\hat{\mathbf q})Y_L(\hat{\mathbf r})$. Collecting factors gives (6). Both sides are analytic in $k$, so the result extends to $E<0$. ∎

For $l=l'=0$ this is $g=-ikh_0(kR)=-e^{ikR}/R$.

## Proof of the theorem

Restrict $1-G_0V$ to functions inside the spheres; nothing is lost, since $V$ vanishes elsewhere. Let $A$ be its site-diagonal part, with blocks $A_j=1-G_0^{jj}V_j$, and let $B_{ij}=G_0^{ij}V_j$ for $i\ne j$. Then
$$1-G_0V=A-B=(1-BA^{-1})A .$$
Since $V_jA_j^{-1}=T_j$ is the T-operator of site $j$, the blocks of $BA^{-1}$ are $G_0^{ij}T_j$. By (5), $G_0^{ij}=J_i\,g^{ij}\tilde J_j$, where $J_i$ holds the functions $j_lY_L$ and $\tilde J_j$ projects on $j_{l'}Y_{L'}^*$. Using $\det(1-XY)=\det(1-YX)$ twice,
$$\det(1-Jg\tilde JT)=\det(1-g\,\tilde JTJ)=\det(1-gt)=\det(1-tg),$$
because $\tilde J_iT_iJ_i$ is the diagonal matrix of the $t_{il}$. Hence
$$D=\prod_i\det(1-G_0^{ii}V_i)\;\det(1-tg).\tag{7}$$
The dropped constants are proportional to $\int V=\sum_i\int V_i$ and factorize in the same way. By Lemma 3 the phase of each site factor is $-\sum_l(2l+1)\delta_{il}$. Inserting this in $\Delta N=-\frac1\pi\arg D$ gives (2). Where an isolated well has a bound state, $A$ is not invertible; the path $E+i0$ avoids that point.

For (b), let $D_c$ be $D$ with the cutoff, that is, for wells acting on $l\le l_{\max}$ alone. With $t_{il}^{-1}=F_{il}/a_{il}$,
$$\det(t^{-1}-g)=\det t^{-1}\,\det(1-tg)=\frac{D_c}{\prod_{il}a_{il}^{\,2l+1}} .\tag{8}$$
The denominator is real, so it changes the phase by a multiple of $\pi$ and the count by an integer. That integer can change only where some $a_{il}$, and with it $t_{il}$, passes through zero. ∎

## Remarks

**Which form to use.** At a simple zero of $a_{il}$, $t_{il}^{-1}$ has a pole and the phase of $\det(t^{-1}-g)$ jumps by $(2l+1)\pi$, while $\Delta N$ is continuous. The threshold is also a zero for $l\ge1$: there $a_{il}\propto E^l$, and along $E+i0$ this factor turns the phase by $l(2l+1)\pi$. The jump is no physical state. The program places a well of depth 50 Ry beside one of 7 Ry and finds $t_0=0$ for the deep well at $E=13.98$ Ry. Across it the $m=0$ phase of $\det(t^{-1}-g)$ changes by $1.000\,\pi$, and that of $D$ by $0.000\,\pi$.

**Infinite cutoff.** As $l\to\infty$, $t_l\to0$ and $\det t^{-1}$ has no limit. The determinant in (2) does converge: across the gaps the kernels $G_0^{ij}$ are smooth, hence of trace class. The limit should be taken in (2).

**Distant wells.** For two sites with s-wave scattering alone, $\det(1-tg)=1-t_1t_2e^{2ikR}/R^2$. To leading order in $1/R$ the inter-site term of (2) is
$$\frac{\sin\delta_1\sin\delta_2}{\pi k^2R^2}\,\sin(2kR+\delta_1+\delta_2).$$
It describes one round trip between the wells. It is $1/\pi$ times the imaginary part of the round-trip amplitude $t_1t_2e^{2ikR}/R^2$. It adds or removes states according to the sign of that imaginary part, and vanishes when the returning wave is exactly in phase or exactly out of phase. Higher $l$ enter at the same order $1/R^2$, because the $m=0$ elements of $g$ (axis along $\mathbf R$) fall as $e^{ikR}/R$ for all $l,l'$. Where the phase shifts with $l\ge1$ are not small, the s-wave formula does not give the inter-site term even at large $R$.

**Limits of validity.** Overlapping spheres violate $r+r'<R$ in (5), and the proof fails. A complex, absorbing potential breaks $D(E-i0)=D(E+i0)^*$, and the phase no longer counts states.

## Worked example

Take two wells $-U(1-r^2/a^2)^3$ with $U=9$ and $7$ Ry, $a=1.5$ bohr, and centres $3.2$ bohr apart. The gap is $3.2-2(1.5)=0.2$ bohr. These are model parameters.

Each isolated well binds one state, at $-0.946$ and $-0.328$ Ry. In the cluster, the zeros of $D$ lie at $-0.952$ and $-0.305$ Ry ($-12.95$ and $-4.14$ eV): the lower level moves down and the upper one up. With two bound states, $\Delta N(0^+)=2$. Above threshold, (2) gives

| $E$ (Ry) | Friedel sum | inter-site | $\Delta N$ |
|---|---|---|---|
| 0.5 | 1.4030 | 0.0155 | 1.4185 |
| 1.0 | 1.3971 | −0.0239 | 1.3732 |
| 2.0 | 1.6371 | 0.0081 | 1.6452 |
| 4.0 | 2.1242 | 0.0017 | 2.1259 |

At 1 Ry the arithmetic is $1.3971-0.0239=1.3732$. The compact form gives $0.3732$ modulo one, so it has the right fraction and lacks the integer. The S-matrix, computed from coupled radial equations about the midpoint without $t$ or $g$, also gives $0.3732$. With cutoffs $l\le0,1,2,3$ the compact form gives $0.102$, $0.363$, $0.3728$ and $0.3732$.

$\Delta N$ is below 2 at the first three energies: summed from threshold up to each of these energies, the continuum holds fewer states than the free one, which offsets part of the two bound states. Equation (4) tests this count through one integral over bound and continuum energies, weighted by $e^{-\beta E}$. Integrating its continuum part by parts, with $\beta=1$ Ry$^{-1}$,
$$\mathrm{Tr}(e^{-\beta H}-e^{-\beta H_0})=\sum_be^{-\beta E_b}+\beta\int_0^\infty e^{-\beta E}\,[\Delta N(E)-\Delta N(0^+)]\,dE .$$
The bound part is $e^{0.95192}+e^{0.30454}=3.9467$ and the continuum part is $-0.4365$. Their sum is $3.5102$. Diagonalizing $H$ and $H_0$ in a sphere of radius 9 bohr gives $3.5102$ as well.

## Computed values

```
well radius 1.5 bohr, separation 3.2 bohr
well depths 9.0 and 7.0 Ry; site l up to 8
one-site F and t, max difference from integral equation: 1.0e-05
two-centre expansion, error in G0: 1.6e-12 1/bohr
isolated well 9.0 Ry, bound levels (Ry): -0.94562
isolated well 7.0 Ry, bound levels (Ry): -0.32835
cluster level m=0: -0.95192 Ry = -12.9515 eV; in sphere -0.95192 Ry
cluster level m=0: -0.30454 Ry = -4.1435 eV; in sphere -0.30438 Ry
bound states per spin: isolated wells 2, cluster 2
Per spin, dimensionless:
E (Ry)  Friedel sum  inter-site  Delta N
 0.50     1.40295     0.01553    1.41848
 1.00     1.39708    -0.02389    1.37319
 2.00     1.63712     0.00811    1.64523
 4.00     2.12420     0.00171    2.12591
Modulo one: E (Ry), from det(t^-1 - g), from S-matrix
 0.50   0.41848   0.41848
 1.00   0.37319   0.37319
 2.00   0.64523   0.64523
 4.00   0.12591   0.12591
largest difference modulo one: 1.4e-07
Cutoff l and Lloyd phase count modulo one at E = 1 Ry:
  l <= 0: 0.10164
  l <= 1: 0.36277
  l <= 2: 0.37284
  l <= 3: 0.37318
  l <= 4: 0.37319
  l <= 6: 0.37319
  l <= 8: 0.37319
Heat trace at beta = 1.0 1/Ry (dimensionless), sphere radius 9.0 bohr:
  bound part 3.94668, continuum part -0.43646
  Lloyd total 3.51023, diagonalization 3.51022
Deep well 50.0 Ry beside 7.0 Ry: t_0 = 0 at E = 13.9795 Ry
  phase change/pi across it: det(t^-1 - g) 1.00000, D 0.00000
```
